# Low-spin d5 g values from three hole coefficients and their inversion

## Result

A low-spin d5 ion has five electrons in the t2g orbitals \(yz, zx, xy\), and so one hole. Let these orbitals have electron energies \(E_{yz},E_{zx},E_{xy}\), and let \(\lambda>0\) be the one-electron spin–orbit constant. In the model specified below, the ground Kramers doublet is described by three positive hole coefficients \(a,b,c\), for \(yz,zx,xy\), with \(a^2+b^2+c^2=1\). Its g values are

\[
g_x=2[a^2-(b+c)^2],\quad g_y=2[(a+c)^2-b^2],\quad g_z=2[(a+b)^2-c^2].
\tag{1}
\]

Conversely, with \(D=\sqrt{8(g_z+g_y-g_x)}\),

\[
a=\frac{g_z+g_y}{D},\qquad b=\frac{g_z-g_x}{D},\qquad c=\frac{g_y-g_x}{D}.
\tag{2}
\]

Normalization therefore imposes a sum rule on the g values:

\[
(g_z+g_y)^2+(g_z-g_x)^2+(g_y-g_x)^2=8(g_z+g_y-g_x).
\tag{3}
\]

The splittings \(V=E_{yz}-E_{zx}\) and \(\Delta=\tfrac12(E_{yz}+E_{zx})-E_{xy}\) follow from Taylor's formulas

\[
\frac V\lambda=\frac{g_x}{g_z+g_y}+\frac{g_y}{g_z-g_x},\qquad
\frac{\Delta}{\lambda}=\frac{g_x}{g_z+g_y}+\frac{g_z}{g_y-g_x}-\frac{V}{2\lambda}.
\tag{4}
\]

## The hole and its operators

The model keeps only t2g states, takes the ligand field as diagonal in \(yz,zx,xy\), and absorbs electron repulsion into the \(E_i\). The orbital moment is unreduced and the spin g factor is 2, except where stated.

Remove an electron in spin orbital \(u\) from the filled t2g shell. A one-electron operator \(o\) then has expectation value \(\mathrm{tr}\,o-\langle u|o|u\rangle\). Label this state by the hole function \(\varphi\), where \(u\) is the time reverse of \(\varphi\). Time reversal preserves the expectation value of a time-even operator and reverses that of a time-odd one, whose trace is zero. Thus, apart from a constant, time-even operators act on \(\varphi\) with reversed sign, while \(\mathbf L\) and \(\mathbf S\) keep their sign. Expectation values for all \(\varphi\) fix the whole operator, so

\[
H=-\sum_iE_i|i\rangle\langle i|-\lambda\,\mathbf L\cdot\mathbf S,\qquad
H_Z=\mu_B\mathbf B\cdot(\mathbf L+2\mathbf S).
\tag{5}
\]

The hole prefers the orbital of highest electron energy. With \(L_z=-i(x\partial_y-y\partial_x)\) in units of \(\hbar\),

\[
L_z|yz\rangle=-i|zx\rangle,\qquad L_z|zx\rangle=i|yz\rangle,
\tag{6}
\]

and \(L_z|xy\rangle\) has no t2g part. The other components follow by \(x\to y\to z\to x\).

## First derivation: a spinor form of the whole problem

Number the orbitals \(yz,zx,xy\) and the axes \(x,y,z\) alike as 1, 2, 3, and write \((a_1,a_2,a_3)=(a,b,c)\). Equation (6) says that \(\mathbf L=-\mathbf l\), where \((l_n)_{ij}=-i\epsilon_{nij}\) are the matrices of a p shell. Hence \(-\lambda\mathbf L\cdot\mathbf S=+\lambda\,\mathbf l\cdot\mathbf S\).

For any spinor \(\chi\), take

\[
\psi_\chi=\sum_i a_i|i\rangle\,\sigma_i\chi .
\tag{7}
\]

The component of \(\mathbf l\cdot\mathbf S\,\psi_\chi\) on \(|i\rangle\) is \(\sum_{n,j}(-i\epsilon_{nij})\tfrac12a_j\sigma_n\sigma_j\chi\). For a given \(j\ne i\), \(n\) must be the third axis, and \(\sigma_n\sigma_j=i\epsilon_{nji}\sigma_i\). Since \((-i)(i)\epsilon_{nij}\epsilon_{nji}=-1\),

\[
(\mathbf l\cdot\mathbf S\,\psi_\chi)_i=-\tfrac12\Big(\sum_{j\ne i}a_j\Big)\sigma_i\chi .
\]

The form (7) is preserved, because the ligand field merely multiplies each \(a_i\). Three coefficients times two spinors span all six hole states, so the problem is one real \(3\times3\) problem occurring twice. With \(S=a+b+c\) and hole energy \(\varepsilon\),

\[
-E_ia_i-\tfrac{\lambda}{2}(S-a_i)=\varepsilon a_i .
\tag{8}
\]

**Positive coefficients.** The energy of a normalized vector is \(-\sum E_ia_i^2-\lambda(ab+bc+ca)\). Replacing each coefficient by its magnitude cannot raise it, so the magnitudes of a ground vector also form a ground vector. None of them can vanish: if \(a_i=0\), equation (8) would require the sum of the other magnitudes to vanish too. Equality of the two energies then requires all coefficients to have one sign, chosen positive. The ground vector is unique, since two independent ones could be combined to make a coefficient zero. Any other eigenvector is orthogonal to it and cannot be entirely positive.

**The g values.** Let the orbital moment be multiplied by a reduction factor \(k\) and let the spin g factor be \(g_s\). For axis \(n\), with \(i,j\) the other two, project both operators onto (7). In the orbital part, \(\sigma_i\sigma_j=i\epsilon_{ijn}\sigma_n\) gives

\[
l_n\to\sum_{ij}a_ia_j(-i\epsilon_{nij})(i\epsilon_{ijn})\sigma_n=2a_ia_j\sigma_n,
\]

where the factor 2 counts the two orderings. In the spin part, \(\sigma_i\sigma_n\sigma_i=-\sigma_n\) for \(i\neq n\), so \(\sigma_n\to(a_n^2-a_i^2-a_j^2)\sigma_n\). Equating \(-kl_n+\tfrac12g_s\sigma_n\) to \(\tfrac12g_n^{(0)}\sigma_n\) gives \(g_n^{(0)}=-G_n\), with

\[
G_n=4k\,a_ia_j+g_s(a_i^2+a_j^2-a_n^2).
\tag{9}
\]

For \(k=1\), \(g_s=2\), this factorizes:

\[
G_n=2[(a_i+a_j)^2-a_n^2]=2S(S-2a_n).
\tag{10}
\]

A half-turn of the pseudospin about \(x\) reverses \(\sigma_y\) and \(\sigma_z\). It changes \((-G_x,-G_y,-G_z)\) into

\[
(g_x,g_y,g_z)=(-G_x,G_y,G_z),
\tag{11}
\]

which is (1). The product of the three g values is unchanged.

**Inversion.** Let \(T=G_x+G_y+G_z\). Summing (10) gives \(T=2S(3S-2S)=2S^2\), so \(4S=\sqrt{8T}\). Solving (10) for \(a_n\) gives

\[
a_n=\frac S2-\frac{G_n}{4S}=\frac{2S^2-G_n}{4S}=\frac{T-G_n}{\sqrt{8T}} .
\tag{12}
\]

With (11) this is (2), and \(\sum a_n^2=1\) is (3). Because \(\sum(T-G_n)^2=3T^2-2T^2+\sum G_n^2\), the sum rule also reads

\[
\sum_nG_n^2+T^2=8T .
\tag{13}
\]

Equation (8), divided by \(a_i\), gives \(E_i=-\varepsilon+\lambda/2-\lambda S/(2a_i)\). From (12),

\[
\frac{S}{2a_i}=\frac{2S^2}{T-G_i}=\frac{T}{T-G_i}=1+\frac{G_i}{T-G_i},
\]

and therefore

\[
\frac{E_i}{\lambda}=\text{constant}-\frac{G_i}{T-G_i}.
\tag{14}
\]

The differences of (14), with (11), are Taylor's formulas (4).

## Second derivation: an explicit pair and a stationary energy

Now start from a proposed doublet, written out in components:

\[
\begin{aligned}
|+\rangle&=a|yz\uparrow\rangle-ib|zx\uparrow\rangle-c|xy\downarrow\rangle,\\
|-\rangle&=a|yz\downarrow\rangle+ib|zx\downarrow\rangle+c|xy\uparrow\rangle .
\end{aligned}
\tag{15}
\]

Time reversal conjugates coefficients and sends \(\uparrow\) to \(\downarrow\) and \(\downarrow\) to \(-\uparrow\). It takes \(|+\rangle\) into \(|-\rangle\), so this is a Kramers pair.

**The g values.** For a field along \(z\), (6) gives \(L_z(a|yz\rangle-ib|zx\rangle)=b|yz\rangle-ia|zx\rangle\). Thus

\[
\langle+|L_z|+\rangle=2ab,\qquad \langle+|2S_z|+\rangle=a^2+b^2-c^2 .
\]

Their sum is \((a+b)^2-c^2\), and it equals \(g_z/2\).

For a field along \(x\), the t2g part of \(L_x|-\rangle\) is \(b|xy\downarrow\rangle+ic|zx\uparrow\rangle\), while \(2S_x\) reverses each spin. Hence

\[
\langle+|L_x|-\rangle=-2bc,\qquad
\langle+|2S_x|-\rangle=a^2-b^2-c^2,
\]

and the sum \(a^2-(b+c)^2\) equals \(g_x/2\).

For a field along \(y\), \(L_y|-\rangle\) is \(ia|xy\downarrow\rangle-ic|yz\uparrow\rangle\), and

\[
\langle+|L_y|-\rangle=-2iac,\qquad
\langle+|2S_y|-\rangle=-i(a^2-b^2+c^2).
\]

The pseudospin matrix \(\sigma_y\) has the element \(-i\) here, so \(g_y/2=(a+c)^2-b^2\). All of (1) has now been obtained with Taylor's signs. Elements such as \(\langle+|L_z|-\rangle\) and \(\langle+|L_x|+\rangle\) vanish because the spins of the connected components differ; the corresponding spin elements vanish because the orbitals differ.

**The coefficients.** Each difference of squares in (1) contains the factor \(S\):

\[
g_x=2S(a-b-c),\quad g_y=2S(a-b+c),\quad g_z=2S(a+b-c).
\]

Adding and subtracting gives \(g_z+g_y=4Sa\), \(g_z-g_x=4Sb\), \(g_y-g_x=4Sc\), and \(g_z+g_y-g_x=2S^2\). With \(S>0\), these are (2).

**The splittings.** The \(z\) part of \(\langle+|\mathbf L\cdot\mathbf S|+\rangle\) is \(\tfrac12\cdot2ab=ab\), since \(|xy\rangle\) contributes nothing. For the rest,

\[
(L_xS_x+L_yS_y)(-c|xy\downarrow\rangle)=\tfrac12\big(c|yz\uparrow\rangle-ic|zx\uparrow\rangle\big),
\]

whose overlap with \(|+\rangle\) is \(\tfrac12(ac+bc)\). The conjugate term doubles this. The hole energy is

\[
\mathcal E=-E_{yz}a^2-E_{zx}b^2-E_{xy}c^2-\lambda(ab+bc+ca).
\tag{16}
\]

If (15) is an eigenstate, \(\mathcal E\) is stationary under every variation that preserves normalization. One such variation is \(\delta a=-\eta b\), \(\delta b=\eta a\), with \(\eta\) small and \(c\) fixed. It gives

\[
2ab(E_{yz}-E_{zx})-\lambda[a^2-b^2+c(a-b)]=0 .
\]

The bracket is \((a-b)S\), so

\[
\frac V\lambda=\frac{S(a-b)}{2ab}=\frac{S}{2b}-\frac{S}{2a}.
\tag{17}
\]

Using \(S/(2b)=2S^2/(g_z-g_x)\), \(S/(2a)=2S^2/(g_z+g_y)\) and \(2S^2=g_z+g_y-g_x\),

\[
\frac V\lambda=\Big(1+\frac{g_y}{g_z-g_x}\Big)-\Big(1-\frac{g_x}{g_z+g_y}\Big),
\]

which is the first formula in (4). The same variation of \(a\) and \(c\) gives

\[
\frac{E_{yz}-E_{xy}}{\lambda}=\frac S{2c}-\frac S{2a}
=\frac{g_z}{g_y-g_x}+\frac{g_x}{g_z+g_y}.
\]

Subtracting \(V/(2\lambda)\) gives the second.

## What each derivation assumes

Both use the one-hole model (5). The first starts from the Hamiltonian and derives the form of the doublet, the reality of its coefficients and, for \(\lambda>0\), their positivity. It needs a ligand field diagonal in the three orbitals. An off-diagonal element would put \(a_j\sigma_j\chi\) on orbital \(i\), where (7) requires a multiple of \(\sigma_i\chi\). Within t2g this condition can always be met. A real symmetric \(3\times3\) field is diagonalized by a proper rotation of the three orbitals, and \(\epsilon_{nij}\) keeps its form if the axis index \(n\) is rotated by the same matrix. The results then hold for the rotated orbital combinations, with the rotated axes as the principal axes of g.

The second assumes the form (15) with real coefficients. Its g values then need no Hamiltonian. Its splittings need a diagonal ligand field and an eigenstate, but stationarity alone does not identify the ground state. That identification comes from the positivity argument of the first derivation.

Formulas (4) depend only on ratios of g values, because a common factor cancels. The sum rule does depend on that factor, and gives an independent condition on the data. A convenient measure of agreement is the apparent norm

\[
N^2=\frac{\sum_nG_n^2+T^2}{8T},
\tag{18}
\]

which is 1 in the ideal model.

## Signs and limiting cases

To first order in the field, the doublet splitting is \(\mu_B\sqrt{g_x^2B_x^2+g_y^2B_y^2+g_z^2B_z^2}\), so it gives magnitudes but not signs. Positivity restricts the choice. By (12), \(T-G_n=4Sa_n>0\), so every pair of \(G\) values has a positive sum. At most one is negative, and it has the smallest magnitude.

Let \(G_m\) be the smallest of the three, which by (10) belongs to the largest coefficient \(a_m\), and let \(s=T-G_m\) be the sum of the other two. Then

\[
s=4Sa_m\ge4(a^2+b^2+c^2)=4 .
\]

Reversing the sign of \(G_m\) changes \(T\) to \(T'=s-G_m\). With (13), the norm becomes

\[
N'^2-1=\frac{(T-T')(8-T-T')}{8T'}=-\frac{G_m(s-4)}{2(s-G_m)} .
\tag{19}
\]

For positive coefficients, \(s=4\) requires \(a=b=c\). Away from that point, and if \(G_m\ne0\), the ideal sum rule rejects the wrong sign. The test is less safe when the moment is not ideal: for g values generated with \(k=0.9\), the wrong sign gave \(N^2\) closer to 1 than the right one in about one in ten randomly drawn ligand fields.

At \(a=b=c\), Taylor's g values are \((-2,2,2)\), with product \(-8\). In the opposite limit the hole is confined to \(yz\), \(a\to1\), and the g values tend to \((2,2,2)\), with product \(+8\). The magnitudes agree although the states differ, and here the sum rule cannot decide. Between these limits, with \(a\) the largest coefficient, \(g_x\) changes sign at \(a=b+c\).

As \(a\to1\), (17) gives \(V/\lambda\approx1/(2b)\), while \(g_z-g_x\approx4b\). A large splitting is then inferred from a small difference of g values, and its relative error grows accordingly.

Which measured g value belongs to which axis is a separate question. Equation (14) treats the axes alike, so relabelling them, which permutes the \(G_n\), permutes the three energies without changing their set. Before (4) is used, Taylor's signs must be assigned afresh from (11). For an exchange of \(x\) and \(y\), the new \(g_x\) is the old \(-g_y\), and the new \(g_y\) is the old \(-g_x\). The pair \((V,\Delta)\) in general changes: exchanging \(x\) and \(y\) reverses the sign of \(V\) and leaves \(\Delta\) unchanged, while a relabelling that moves the \(z\) axis in general changes \(\Delta\) as well.

## Worked example

Take \(E_{yz},E_{zx},E_{xy}=4,2,0\) in units of \(\lambda\), so that \(V=2\) and \(\Delta=3\). The matrix of (8) is

\[
\frac h\lambda=\begin{pmatrix}-4&-\frac12&-\frac12\\-\frac12&-2&-\frac12\\-\frac12&-\frac12&0\end{pmatrix}.
\]

Numerical diagonalization gives a lowest eigenvalue of \(-4.205\) and \((a,b,c)=(0.9576,0.2497,0.1435)\), with \(S=1.3508\). The hole is 92% in \(yz\). From (1), with unrounded coefficients,

\[
(g_x,g_y,g_z)=(1.5249,\;2.3005,\;2.8739).
\]

Four decimals are kept because the inversion uses differences. Here \(T=3.6496\) and \(\sum G_n^2=15.8772\), so \(15.8772+3.6496^2=29.197=8T\), as (13) requires. Equation (4) returns

\[
\frac V\lambda=\frac{1.5249}{5.1744}+\frac{2.3005}{1.3490}=0.2947+1.7053=2.000,
\]
\[
\frac\Delta\lambda=0.2947+\frac{2.8739}{0.7756}-1.000=3.000 .
\]

For a chosen \(\lambda=400\ \mathrm{cm^{-1}}\), these are \(800\) and \(1200\ \mathrm{cm^{-1}}\).

Rounding the g values to 1.52, 2.30 and 2.87 gives \(N^2=0.999\), \(V/\lambda=1.998\) and \(\Delta/\lambda=2.975\). The larger error is in \(\Delta\), for two reasons. It contains the smallest difference, \(g_y-g_x\), which rounding moves from 0.7756 to 0.78. Also, the rounding errors of \(g_z\) and \(g_x\) happen nearly to cancel here, so \(g_z-g_x\) moves only from 1.3490 to 1.35, and the small error in \(V\) is partly an accident of this example. Giving \(g_x\) the wrong sign yields \(N^2=1.134\) and the false splittings \(V/\lambda=0.23\), \(\Delta/\lambda=0.34\).

For energies \(0.6,0.2,0\) in units of \(\lambda\), the same calculation gives coefficients \(0.705,0.530,0.471\). Now \(a<b+c\), and the g values are \((-1.011,2.206,2.606)\), with a negative product. The wrong sign gives \(N^2=0.892\), below 1 as (19) predicts for positive \(G_m\).

## When the moment is not ideal

Return to the first example, but calculate the g values from (9) with \(k=0.9\) and \(g_s=2\). They are \(1.539,2.246,2.778\). Formulas (18) and (4), which assume \(k=1\), then give \(N^2=0.978\), \(V/\lambda=2.12\) and \(\Delta/\lambda=3.18\). Both splittings are about 6% above their true values.

The direction of this error follows from (9), which gives

\[
T-G_n=4a_n[kS+(1-k)a_n].
\]

The apparent ratio \(b/a\) is therefore the true one multiplied by

\[
\frac{kS+(1-k)b}{kS+(1-k)a}=\frac{1.2407}{1.3115}=0.95 .
\]

The corresponding factor for \(c/a\) is 0.94. The hole appears more confined to \(yz\) than it is, which the inversion reads as larger splittings.

Replacing \(g_s=2\) by the free-electron value 2.0023, with \(k=1\), changes \(N^2\) to 1.001 and the splittings by less than 0.1%. This shift of \(+0.001\) is opposite in sign to the \(-0.022\) produced by \(k=0.9\), but far too small to mask it. In this example \(k=0.9\) moves \(N^2\) by about 2% and the splittings by about 6%, so a norm within a few per cent of 1 does not guarantee splittings of the same accuracy. Mixing with configurations that occupy e\(_g\) orbitals lies outside the model, and for realistic parameters it can be the larger effect, with the opposite sign. Take the full d5 problem for the first example with \(\lambda=400\), \(10Dq=35000\), \(B=720\) and \(C=3285\ \mathrm{cm^{-1}}\). The doublet is still 97.5% t2g\(^5\), yet (18) and (4) give \(N^2=1.05\), \(V/\lambda=1.48\) and \(\Delta/\lambda=2.17\), about a quarter below the true values. With \(k=0.9\) as well, \(N^2=1.01\), \(V/\lambda=1.57\) and \(\Delta/\lambda=2.29\). The two effects nearly cancel in the norm but not in the splittings, so for a real complex even \(N^2\approx1\) does not show that the one-hole model holds.
